# The scalar Feynman propagator from time ordering and the energy contour: verification in Python

```python
"""Scalar Feynman propagator: time-ordered vacuum value versus energy integral.

Result under test, for a mode of energy E and time difference t:
  integral dp0/(2 pi) i exp(-i p0 t)/(p0^2 - E^2 + i eps)
      = exp(-i W |t|)/(2 W),  W = sqrt(E^2 - i eps),
which tends to exp(-i E |t|)/(2 E), the time-ordered vacuum value of the mode.
Units: hbar = c = 1 and mass m = 1, except for the ring (lattice spacing = 1).
"""
import numpy as np
from scipy.integrate import quad

GL_X, GL_W = np.polynomial.legendre.leggauss(20)


def nodes(a, b, panels):
    """Composite Gauss-Legendre nodes and weights on [a, b]."""
    edges = np.linspace(a, b, panels + 1)
    half = (edges[1:] - edges[:-1]) / 2
    mid = (edges[1:] + edges[:-1]) / 2
    x = mid[:, None] + half[:, None] * GL_X
    return x.ravel(), (half[:, None] * GL_W).ravel()


R = 12.0  # end of the real segment and radius of the arcs
P_AXIS, W_AXIS = nodes(-R, R, 12000)
THETA, W_THETA = nodes(0.0, np.pi, 400)


def integrand(p0, t, energy, eps):
    return 1j * np.exp(-1j * p0 * t) / (p0**2 - energy**2 + 1j * eps) / (2 * np.pi)


def segment(t, energy, eps):
    return np.sum(W_AXIS * integrand(P_AXIS, t, energy, eps))


def arc(t, energy, eps, side):
    """Arc from +R to -R; side = +1 upper half-plane, -1 lower."""
    p0 = R * np.exp(1j * side * THETA)
    return np.sum(W_THETA * 1j * side * p0 * integrand(p0, t, energy, eps))


def full_axis(t, energy, eps):
    """Whole real axis: segment plus the two oscillating tails."""
    def amplitude(p0):
        return 1j / (np.pi * (p0**2 - energy**2 + 1j * eps))
    options = dict(epsabs=1e-10)
    if t != 0:
        options.update(weight="cos", wvar=abs(t))
    re = quad(lambda p: amplitude(p).real, R, np.inf, **options)[0]
    im = quad(lambda p: amplitude(p).imag, R, np.inf, **options)[0]
    return segment(t, energy, eps) + re + 1j * im


def show(label, z, unit):
    print(f"{label}: {z.real:+.6f} {z.imag:+.6f} i {unit}")


# One momentum mode
mass, momentum, time = 1.0, 0.75, 1.5
E = np.hypot(mass, momentum)
eps = 0.2
W = np.sqrt(E**2 - 1j * eps)
print(f"mass {mass:.2f} m, momentum {momentum:.2f} m, energy E {E:.4f} m")
print(f"time difference |t| {time:.2f} 1/m, contour radius R {R:.1f} m")
print(f"eps for contour tests {eps:.2f} m^2")
roots = np.roots([1.0, 0.0, -E**2 + 1j * eps])
right = roots[np.argmax(roots.real)]
left = roots[np.argmin(roots.real)]
assert right.imag < 0 < left.imag
assert abs(right - (E - 1j * eps / (2 * E))) < eps**2 / E**3
show("right pole", right, "m")
show("left pole", left, "m")
show("right pole, first order in eps", E - 1j * eps / (2 * E), "m")

for t in (time, -time, 0.0):
    numeric = full_axis(t, E, eps)
    formula = np.exp(-1j * W * abs(t)) / (2 * W)
    assert abs(numeric - formula) < 1e-7
    show(f"axis integral, eps {eps}, t {t:+.1f}", numeric, "1/m")
    show(f"residue result, eps {eps}, t {t:+.1f}", formula, "1/m")

# Closed contours and the size of the arcs
bound = 1 / (2 * time * (R**2 - abs(W)**2))
for t, side, name in ((time, -1, "lower"), (-time, 1, "upper")):
    good_arc = arc(t, E, eps, side)
    closed = segment(t, E, eps) + good_arc
    assert abs(closed - np.exp(-1j * W * abs(t)) / (2 * W)) < 1e-8
    assert abs(good_arc) <= bound
    print(f"{name} arc size, t {t:+.1f}: {abs(good_arc):.6f} 1/m")
print(f"bound on these arcs: {bound:.6f} 1/m")
wrong_arc = arc(time, E, eps, 1)
wrong_limit = 1j * np.sin(W * time) / W
# At finite R the difference is the remaining arc in the other half-plane.
assert abs(wrong_arc - wrong_limit) <= bound + 1e-7
assert abs(wrong_arc) > 100 * bound
show("upper arc for t > 0 (wrong side)", wrong_arc, "1/m")
show("its limit i sin(W t)/W", wrong_limit, "1/m")

# Limit eps -> 0+
target = np.exp(-1j * E * time) / (2 * E)
show("limit exp(-i E |t|)/(2E)", target, "1/m")
errors = []
for small in (0.2, 0.02, 0.002):
    value = full_axis(time, E, small)
    errors.append(abs(value - target))
    show(f"axis integral, t {time:+.1f}, eps {small}", value, "1/m")
    print(f"  distance from limit: {errors[-1]:.6f} 1/m")
assert abs(errors[1] / errors[2] - 10) < 0.5
assert errors[2] < 0.001

# Opposite sign of eps
opposite = full_axis(time, E, -0.002)
opposite_limit = -np.exp(1j * E * time) / (2 * E)
assert abs(opposite - opposite_limit) < 0.001
assert abs(opposite - target) > 0.1
show("axis integral with eps -0.002", opposite, "1/m")
show("limit for opposite sign", opposite_limit, "1/m")

# Reverse transform: each time ordering supplies one pole
omega = 0.7
times, w_times = nodes(0.0, 400.0, 4000)
decay = np.exp(-1j * W * times) / (2 * W)
later = np.sum(w_times * np.exp(1j * omega * times) * decay)
earlier = np.sum(w_times * np.exp(-1j * omega * times) * decay)
propagator = 1j / (omega**2 - E**2 + 1j * eps)
assert abs(later - 1j / (2 * W * (omega - W))) < 1e-8
assert abs(earlier + 1j / (2 * W * (omega + W))) < 1e-8
assert abs(later + earlier - propagator) < 1e-8
print(f"reverse transform at frequency {omega:.2f} m, eps {eps:.2f} m^2")
show("part from t > 0", later, "1/m^2")
show("part from t < 0", earlier, "1/m^2")
show("sum of the two parts", later + earlier, "1/m^2")
show("i/(omega^2 - E^2 + i eps)", propagator, "1/m^2")

# Field on a three-site ring, from operators in a site-number basis.
# H = sum_j [pi_j^2 + (phi_{j+1}-phi_j)^2 + M^2 phi_j^2]/2
sites, levels, ring_mass = 3, 11, 1.5
site_freq = np.sqrt(ring_mass**2 + 2)
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
phi_one = (lower + lower.T) / np.sqrt(2 * site_freq)
h_one = np.diag(site_freq * (np.arange(levels) + 0.5))
identity = np.eye(levels)


def on_site(operator, site):
    factors = [operator if j == site else identity for j in range(sites)]
    return np.kron(np.kron(factors[0], factors[1]), factors[2])


phi = [on_site(phi_one, j) for j in range(sites)]
H = sum(on_site(h_one, j) for j in range(sites))
for j in range(sites):
    # Products of different sites are Kronecker products of phi_one.
    pair = [phi_one if k in (j, (j + 1) % sites) else identity
            for k in range(sites)]
    H = H - np.kron(np.kron(pair[0], pair[1]), pair[2])
levels_E, states = np.linalg.eigh(H)
gaps = levels_E - levels_E[0]
vacuum = states[:, 0]
amp_0 = states.T @ (phi[0] @ vacuum)
amp_1 = states.T @ (phi[1] @ vacuum)


def product_10(t):
    """Vacuum value of phi_1(t) phi_0(0)."""
    return np.sum(amp_1 * np.exp(-1j * gaps * t) * amp_0)


def product_01(t):
    """Vacuum value of phi_0(0) phi_1(t)."""
    return np.sum(amp_0 * np.exp(1j * gaps * t) * amp_1)


ring_k = 2 * np.pi * np.arange(sites) / sites
ring_E = np.sqrt(ring_mass**2 + 4 * np.sin(ring_k / 2)**2)
print(f"ring: {sites} sites, {levels} levels per site, mass {ring_mass} (lattice)")
print("ring mode energies (lattice):", " ".join(f"{e:.5f}" for e in ring_E))
for t in (time, -time):
    ordered = product_10(t) if t > 0 else product_01(t)
    closed_sum = np.mean(np.exp(1j * ring_k) * np.exp(-1j * ring_E * abs(t))
                         / (2 * ring_E))
    integral_sum = np.mean([np.exp(1j * k) * full_axis(t, e, 0.002)
                            for k, e in zip(ring_k, ring_E)])
    # Basis truncation limits the first test, finite eps the second.
    assert abs(ordered - closed_sum) < 1e-4
    assert abs(ordered - integral_sum) < 1e-3
    show(f"ring ordered product, t {t:+.1f}", ordered, "(lattice)")
    show(f"ring energy integrals, t {t:+.1f}", integral_sum, "(lattice)")
unordered = product_10(-time)
assert abs(unordered - product_01(-time)) > 0.01
show(f"ring product without ordering, t {-time:+.1f}", unordered, "(lattice)")

print("tests ok")
```

It prints:

```
mass 1.00 m, momentum 0.75 m, energy E 1.2500 m
time difference |t| 1.50 1/m, contour radius R 12.0 m
eps for contour tests 0.20 m^2
right pole: +1.252547 -0.079837 i m
left pole: -1.252547 +0.079837 i m
right pole, first order in eps: +1.250000 -0.080000 i m
axis integral, eps 0.2, t +1.5: -0.085507 -0.342916 i 1/m
residue result, eps 0.2, t +1.5: -0.085507 -0.342916 i 1/m
axis integral, eps 0.2, t -1.5: -0.085507 -0.342916 i 1/m
residue result, eps 0.2, t -1.5: -0.085507 -0.342916 i 1/m
axis integral, eps 0.2, t +0.0: +0.397571 +0.025341 i 1/m
residue result, eps 0.2, t +0.0: +0.397571 +0.025341 i 1/m
lower arc size, t +1.5: 0.001205 1/m
upper arc size, t -1.5: 0.001205 1/m
bound on these arcs: 0.002340 1/m
upper arc for t > 0 (wrong side): -0.077580 +0.762520 i 1/m
its limit i sin(W t)/W: -0.077582 +0.761314 i 1/m
limit exp(-i E |t|)/(2E): -0.119813 -0.381634 i 1/m
axis integral, t +1.5, eps 0.2: -0.085507 -0.342916 i 1/m
  distance from limit: 0.051730 1/m
axis integral, t +1.5, eps 0.02: -0.115978 -0.377812 i 1/m
  distance from limit: 0.005414 1/m
axis integral, t +1.5, eps 0.002: -0.119426 -0.381253 i 1/m
  distance from limit: 0.000544 1/m
axis integral with eps -0.002: +0.119426 -0.381253 i 1/m
limit for opposite sign: +0.119813 -0.381634 i 1/m
reverse transform at frequency 0.70 m, eps 0.20 m^2
part from t > 0: +0.146762 -0.698319 i 1/m^2
part from t < 0: +0.021269 -0.202747 i 1/m^2
sum of the two parts: +0.168031 -0.901066 i 1/m^2
i/(omega^2 - E^2 + i eps): +0.168031 -0.901066 i 1/m^2
ring: 3 sites, 11 levels per site, mass 1.5 (lattice)
ring mode energies (lattice): 1.50000 2.29129 2.29129
ring ordered product, t +1.5: -0.000207 -0.107624 i (lattice)
ring energy integrals, t +1.5: -0.000140 -0.107542 i (lattice)
ring ordered product, t -1.5: -0.000207 -0.107624 i (lattice)
ring energy integrals, t -1.5: -0.000140 -0.107542 i (lattice)
ring product without ordering, t -1.5: -0.000207 +0.107624 i (lattice)
tests ok
```
